\section*{Depth variance of an ion implant with a tilted beam, part 1}

(Sections cited here and not found follow in the second part.)

\section{From normal-incidence moments to the depth variance}

\subsection{The error to be avoided}

If a profile model tilts the beam but treats the width of the implant wrongly, it gives the wrong concentration profile, even when the dose and the mean depth are right. Suppose that ions entering at normal incidence come to rest with a spread of 35 nm along the beam and 25 nm along each axis across it. The beam is now tilted by $60^\circ$. Projecting the longitudinal spread alone gives $35\cos60^\circ=17.5$ nm. The correct depth spread is 27.8 nm, so the projected value is 37\% too small relative to the correct one. For a Gaussian profile of given dose the peak is inversely proportional to the spread, and the peak concentration comes out too high by a factor of 1.59.

The missing contribution is lateral straggling. Once the beam is tilted, a displacement across the beam has a component along the depth axis. The sections below show how much it contributes, why no cross term appears, and what the target must satisfy for this to be true.

\subsection{Coordinates and assumptions}

Let $\mathbf n$ be the unit vector normal to the surface and pointing into the target. Depth is $z=\mathbf r\cdot\mathbf n$, where $\mathbf r$ is the vector from the point of entry to the point of rest. The beam travels along the unit vector $\mathbf e$, and the tilt $\theta$ is the angle between $\mathbf e$ and $\mathbf n$, with $0\le\theta<90^\circ$. The $x$ axis lies in the surface along the projection of the beam, and the $y$ axis lies in the surface at right angles to it. In the order $(x,y,z)$,
\begin{equation}
\mathbf n=(0,0,1),\qquad \mathbf e=(\sin\theta,0,\cos\theta).
\end{equation}
Two directions across the beam complete the beam frame:
\begin{equation}
\mathbf t=(\cos\theta,0,-\sin\theta),\qquad \hat{\mathbf y}=(0,1,0).
\end{equation}
The vectors $\mathbf e$ and $\mathbf t$ are orthogonal because $\mathbf e\cdot\mathbf t=\sin\theta\cos\theta-\cos\theta\sin\theta=0$, and each has unit length because $\sin^2\theta+\cos^2\theta=1$. The components of $\mathbf r$ in the beam frame are
\begin{equation}
s=\mathbf r\cdot\mathbf e,\qquad v=\mathbf r\cdot\mathbf t,\qquad w=\mathbf r\cdot\hat{\mathbf y}.
\end{equation}
Thus $s$ is the distance travelled along the original beam direction, and $v$ and $w$ are the two lateral displacements. Angle brackets denote an average over many ions. The three moments needed are
\begin{equation}
R_p=\langle s\rangle,\qquad \sigma_L^2=\langle(s-R_p)^2\rangle,\qquad \sigma_T^2=\langle(v-\langle v\rangle)^2\rangle ,
\end{equation}
and they are assumed to be finite.

The target is amorphous, with the same composition and density everywhere. The beam is parallel. The surface is treated as a mathematical plane in an unbounded medium: it marks where the ion starts and where depth is zero, but it does not act on the ion. Escape through the surface, sputtering and diffusion during annealing are therefore left out.

\subsection{What isotropy provides}

An ion's history consists of path lengths, energy losses, polar deflection angles and azimuths. In a uniform amorphous medium the probability of a history depends on the energy and on each new direction relative to the previous one. It does not depend on any direction fixed in the target.

Rotate an entire history rigidly by a rotation $R$. Its path lengths, energies and relative angles are unchanged, so its probability is unchanged. Its initial direction becomes $R\mathbf e$ and its displacement becomes $R\mathbf r$. If $f(\mathbf r|\mathbf e)$ is the probability density of $\mathbf r$ for initial direction $\mathbf e$, then
\begin{equation}
f(R\mathbf r|R\mathbf e)=f(\mathbf r|\mathbf e).
\label{eq:rot}
\end{equation}
No Jacobian appears because a rotation preserves volume. This relation is used twice.

First, let $R$ be the rotation about the $y$ axis that takes $\mathbf n$ to $\mathbf e$. It also takes $\hat{\mathbf x}$ to $\mathbf t$. An ion at normal incidence with displacement $\mathbf r'$ corresponds to an ion in the tilted beam with displacement $\mathbf r=R\mathbf r'$, and
\begin{align}
s&=(R\mathbf r')\cdot(R\mathbf n)=\mathbf r'\cdot\mathbf n,\\
v&=(R\mathbf r')\cdot(R\hat{\mathbf x})=\mathbf r'\cdot\hat{\mathbf x},
\end{align}
because a rotation preserves scalar products. The joint distribution of $s$ and $v$ is therefore the joint distribution of depth and lateral displacement at normal incidence. Hence $R_p$, $\sigma_L$ and $\sigma_T$ do not depend on the tilt, and values calculated for an untilted beam of the same ion and energy in the same unbounded medium can be used. Moments from a calculation that discards ions leaving through the surface are not quite these quantities.

Second, let $R$ be a rotation about $\mathbf e$ itself, which leaves the initial direction unchanged. A rotation by $180^\circ$ sends $(s,v,w)$ to $(s,-v,-w)$. Equation~(\ref{eq:rot}) says that both points have the same probability density, so any average that is odd under this change must equal its own negative. In particular,
\begin{equation}
\langle v\rangle=0,\qquad \langle(s-R_p)v\rangle=0.
\label{eq:sym}
\end{equation}
The same argument applies with $w$ in place of $v$. A rotation by $90^\circ$ sends $(v,w)$ to $(w,-v)$ or to $(-w,v)$, depending on its sense. It gives $\langle v^2\rangle=\langle w^2\rangle$ and $\langle vw\rangle=-\langle vw\rangle=0$.

Equation~(\ref{eq:sym}) states that $s$ and $v$ are uncorrelated, which is weaker than independence. Ions that stop early may well have a different lateral width from ions that travel far. Such a dependence is allowed here, since at each value of $s$ the positive and negative values of $v$ still balance.

\subsection{Mean depth and depth variance}

The displacement is $\mathbf r=s\mathbf e+v\mathbf t+w\hat{\mathbf y}$. Taking its scalar product with $\mathbf n$, and using $\mathbf e\cdot\mathbf n=\cos\theta$, $\mathbf t\cdot\mathbf n=-\sin\theta$ and $\hat{\mathbf y}\cdot\mathbf n=0$, gives
\begin{equation}
z=s\cos\theta-v\sin\theta .
\label{eq:z}
\end{equation}
The minus sign reflects the choice of $\mathbf t$, which has a component $\sin\theta$ out of the target. Reversing $\mathbf t$ would reverse the sign of $v$ and leave the variance unchanged. The mean of Eq.~(\ref{eq:z}) is
\begin{equation}
\langle z\rangle=\langle s\rangle\cos\theta-\langle v\rangle\sin\theta=R_p\cos\theta .
\label{eq:mean}
\end{equation}

Write $\delta=s-R_p$. Subtracting Eq.~(\ref{eq:mean}) from Eq.~(\ref{eq:z}) leaves
\begin{equation}
z-\langle z\rangle=\delta\cos\theta-v\sin\theta .
\label{eq:dev}
\end{equation}
Squaring and averaging term by term gives
\begin{align}
\sigma_z^2
&=\big\langle(\delta\cos\theta-v\sin\theta)^2\big\rangle\nonumber\\
&=\langle\delta^2\rangle\cos^2\theta+\langle v^2\rangle\sin^2\theta
-2\langle\delta v\rangle\sin\theta\cos\theta .
\label{eq:general}
\end{align}
The first average is $\sigma_L^2$. The second is $\sigma_T^2$, because $\langle v\rangle=0$. The third vanishes by Eq.~(\ref{eq:sym}). Therefore
\begin{equation}
\boxed{\;\sigma_z^2=\sigma_L^2\cos^2\theta+\sigma_T^2\sin^2\theta\;}
\label{eq:main}
\end{equation}
No Gaussian shape was assumed. The formula was tested by quadrature on a skewed density whose lateral width depends on range, at tilts from $7^\circ$ to $80^\circ$.

\subsection{Limits and the trend with tilt}

At $\theta=0$ the depth axis is the beam axis and $\sigma_z=\sigma_L$. As $\theta$ approaches $90^\circ$ the formula tends to $\sigma_T$. This second limit is formal, because a real beam near grazing incidence loses ions through the surface. If $\sigma_L=\sigma_T$, the width is the same at every tilt.

Between the limits, differentiation of Eq.~(\ref{eq:main}) gives
\begin{align}
\frac{d\sigma_z^2}{d\theta}
&=-2\sigma_L^2\cos\theta\sin\theta+2\sigma_T^2\sin\theta\cos\theta\nonumber\\
&=(\sigma_T^2-\sigma_L^2)\sin2\theta .
\label{eq:slope}
\end{align}
Since $\sin2\theta>0$ for $0<\theta<90^\circ$, tilting narrows the depth distribution when $\sigma_L>\sigma_T$ and broadens it when $\sigma_T>\sigma_L$. A factor $\cos\theta$ applied to $\sigma_L$ predicts narrowing in both cases, so it can have the wrong trend as well as the wrong size.

For small tilt, $\cos^2\theta\approx1-\theta^2$ and $\sin^2\theta\approx\theta^2$, with $\theta$ in radians. Then $\sigma_z^2\approx\sigma_L^2-(\sigma_L^2-\sigma_T^2)\theta^2$. Taking the square root to the same order gives
\begin{equation}
\sigma_z\approx\sigma_L-\frac{\sigma_L^2-\sigma_T^2}{2\sigma_L}\,\theta^2 .
\end{equation}
The change is of second order in the tilt. For spreads of 35 and 25 nm, a tilt of $7^\circ$ changes the depth spread only from 35.00 to 34.87 nm. This insensitivity holds for an amorphous target. In a crystalline wafer a tilt of a few degrees away from a crystal axis suppresses channeling and can change the profile much more.

\subsection{Which lateral spread to use}

The quantity $\sigma_T$ is the standard deviation along one axis across the beam. Some calculations supply the radial distance $\rho=\sqrt{v^2+w^2}$ instead. Since $\langle v^2\rangle=\langle w^2\rangle=\sigma_T^2$,
\begin{equation}
\langle\rho^2\rangle=2\sigma_T^2,\qquad
\sigma_T^2=\tfrac12\langle\rho^2\rangle .
\label{eq:radial}
\end{equation}
Inserting $\langle\rho^2\rangle$ for $\sigma_T^2$ doubles the lateral term. The variance of $\rho$ about its own mean is a different quantity again, $\langle\rho^2\rangle-\langle\rho\rangle^2$, and does not belong in Eq.~(\ref{eq:main}) either.

\subsection{Lateral spread and covariance}

A two-dimensional model also needs the spread along the surface. The $x$ component of $\mathbf r$ is
\begin{equation}
x=s\sin\theta+v\cos\theta ,
\end{equation}
so $\langle x\rangle=R_p\sin\theta$ and $x-\langle x\rangle=\delta\sin\theta+v\cos\theta$. Squaring, averaging and dropping $\langle\delta v\rangle$ gives
\begin{equation}
\sigma_x^2=\sigma_L^2\sin^2\theta+\sigma_T^2\cos^2\theta .
\label{eq:x}
\end{equation}
The product of this deviation with Eq.~(\ref{eq:dev}) has the average
\begin{align}
\mathrm{Cov}(x,z)
&=\big\langle(\delta\sin\theta+v\cos\theta)(\delta\cos\theta-v\sin\theta)\big\rangle\nonumber\\
&=\langle\delta^2\rangle\sin\theta\cos\theta
-\langle v^2\rangle\sin\theta\cos\theta\nonumber\\
&\quad+\langle\delta v\rangle(\cos^2\theta-\sin^2\theta)\nonumber\\
&=(\sigma_L^2-\sigma_T^2)\sin\theta\cos\theta .
\label{eq:cov}
\end{align}
Depth and lateral position are thus in general correlated in the surface frame although $s$ and $v$ are not correlated in the beam frame. When $\sigma_L>\sigma_T$ and $\theta>0$ the covariance is positive: on the whole, ions that stop deeper lie farther along the projected beam direction, although this trend need not hold at every depth. Along $y$ the displacement is $w$, so the spread there is $\sigma_T$ at every tilt.

Adding Eqs.~(\ref{eq:main}) and (\ref{eq:x}) gives $\sigma_z^2+\sigma_x^2=\sigma_L^2+\sigma_T^2$. This sum is a convenient check on code: the tilt moves variance between depth and the surface direction without creating any. Equations~(\ref{eq:x}) and (\ref{eq:cov}) passed the same quadrature test as the depth variance.

\section{Concentration profiles and limits of validity}

\subsection{Quantities carried over}

The tilt $\theta$ is measured from the inward surface normal. Along the beam an ion comes to rest at $s$, with mean $R_p$ and variance $\sigma_L^2$; across the beam, in the plane of tilt, it comes to rest at $v$, with zero mean and variance $\sigma_T^2$. The deviation of $s$ from its mean is $\delta=s-R_p$. The depth is $z=s\cos\theta-v\sin\theta$. For a uniform amorphous target without surface losses,
\begin{equation}
\langle z\rangle=R_p\cos\theta,\qquad
\sigma_z^2=\sigma_L^2\cos^2\theta+\sigma_T^2\sin^2\theta .
\label{eq:recall}
\end{equation}
The cross term $-2\langle\delta v\rangle\sin\theta\cos\theta$ has vanished because the distribution is symmetric about the beam.

For a uniform amorphous target without surface losses, the mean depth and depth variance at any tilt now follow from the moments at normal incidence, with lateral straggling included. It remains to turn these results into concentration profiles and to examine what changes when the assumptions about the beam, the target or the surface fail.
